# Energy-current bound on the Drude weight of interacting spinless fermions, part 1

(Sections cited here and not found follow in the second part.)

## Part one: a conserved current and what it protects

Q: Particles that interact on a lattice scatter off each other, and a lattice does not conserve momentum. I would expect any current to die out at finite temperature. For which system do you doubt that, and what would you measure?

A: Take spinless fermions on a ring of \(L\) sites, with \(L\) even and at least six. In atomic units, \(\hbar=e=1\), let

\[
H=\sum_j h_j,\qquad h_j=-t\,k_j+V\tilde n_j\tilde n_{j+1},
\]
\[
k_j=A_j+A_j^\dagger,\qquad A_j=c^\dagger_{j+1}c_j,\qquad \tilde n_j=n_j-\tfrac12 .
\]

Here \(t\) is the hopping amplitude, \(V\ne0\) the neighbour interaction, and site \(L+1\) is site 1. The lattice constant is \(a\), the mean density per site is \(n\), with \(0<n<1\), and \(\beta=1/kT\). The quantity to measure is the Drude weight \(D\), an energy, defined by the conductivity of the infinite chain:

\[
\mathrm{Re}\,\sigma(\omega)=2\pi aD\,\delta(\omega)+\text{regular part}.
\]

A positive \(D\) means that a short field pulse leaves behind a current which never fully decays.

Q: Which operator is the current? A sign error there would spoil everything later.

A: Continuity fixes it. For bilinears,

\[
[c_a^\dagger c_b,\,c_c^\dagger c_d]=\delta_{bc}\,c_a^\dagger c_d-\delta_{ad}\,c_c^\dagger c_b ,
\]

because moving \(c_b\) past \(c_c^\dagger\), or \(c_d\) past \(c_a^\dagger\), produces the delta terms, while the remaining four-operator terms are equal and cancel. Hence \([A_j,n_j]=A_j\) and \([A_{j-1},n_j]=-A_{j-1}\), with opposite signs for the adjoints. The interaction commutes with \(n_j\), so

\[
\dot n_j=i[H,n_j]=-it(A_j-A_j^\dagger)+it(A_{j-1}-A_{j-1}^\dagger)=j_{j-1}-j_j,
\]
\[
j_j=it(A_j-A_j^\dagger),\qquad J=\sum_j j_j .
\]

For a single particle of wave number \(k\) (in units of \(1/a\)), \(A_j\) contributes \(e^{-ik}\) and \(J\) becomes \(2t\sin k\). This is the derivative of the band energy \(-2t\cos k\), so the sign is that of the velocity.

Q: The interaction changes \(J\). What else could keep a current alive?

A: The flow of energy. Since \(h_j\) fails to commute with its two neighbours only,

\[
\dot h_j=i[h_{j-1},h_j]+i[h_{j+1},h_j]=j^E_j-j^E_{j+1},\qquad j^E_j=i[h_{j-1},h_j].
\]

The commutator has three nonzero parts. The two hopping terms give

\[
it^2[k_{j-1},k_j]=it^2\left(c^\dagger_{j-1}c_{j+1}-c^\dagger_{j+1}c_{j-1}\right),
\]

by the rule for bilinears. Hopping on the left bond with interaction on the right bond gives

\[
-itV[k_{j-1},n_j]\tilde n_{j+1}=itV(A_{j-1}-A^\dagger_{j-1})\tilde n_{j+1}=Vj_{j-1}\tilde n_{j+1}.
\]

Interaction on the left with hopping on the right gives

\[
-itV\tilde n_{j-1}[n_j,k_j]=itV\tilde n_{j-1}(A_j-A_j^\dagger)=V\tilde n_{j-1}j_j .
\]

Summing, and moving the index of the middle result by one, I obtain

\[
J_E=\sum_j\left[-it^2(B_j-B_j^\dagger)+Vj_j(\tilde n_{j-1}+\tilde n_{j+2})\right],
\qquad B_j=c^\dagger_{j+1}c_{j-1}.
\]

Q: Energy is conserved, but that does not make its total current conserved. Why should \(J_E\) commute with \(H\)?

A: It needs a special identity on three neighbouring sites. On such a segment the Jordan–Wigner mapping turns \(k_j\) into \((\sigma^x\sigma^x+\sigma^y\sigma^y)/2\) and \(\tilde n_j\) into \(\sigma^z/2\), with no string, because the hops join neighbours. The segment across the end of the ring has the same algebra after relabelling its sites. Thus

\[
h_1=\sum_b J_b\sigma_b^1\sigma_b^2,\quad h_2=\sum_b J_b\sigma_b^2\sigma_b^3,\quad
J_x=J_y=-\frac t2,\quad J_z=\frac V4,
\]

where upper labels are sites. From \([\sigma_a,\sigma_b]=2i\sum_c\epsilon_{abc}\sigma_c\),

\[
C=[h_1,h_2]=2i\sum_{abc}\epsilon_{abc}J_aJ_b\,\sigma_a^1\sigma_c^2\sigma_b^3 .
\]

Now commute \(h_1\) with one term of \(C\), for which \(a,b,c\) are distinct. Three pieces of \(h_1\) can act.

The piece with \(J_a\) leaves \([\sigma_a^2,\sigma_c^2]=-2i\epsilon_{abc}\sigma_b^2\), and the product of factors is \(4J_a^2J_b\sigma_b^2\sigma_b^3\). The piece with \(J_c\) leaves \([\sigma_c^1,\sigma_a^1]=2i\epsilon_{abc}\sigma_b^1\), giving \(-4J_xJ_yJ_z\sigma_b^1\sigma_b^3\). The piece with \(J_b\) anticommutes on both sites and therefore commutes overall. Summing over the ordered pairs \(a\ne b\),

\[
[h_1,C]=4\sum_b J_b\Big(\sum_{a\ne b}J_a^2\Big)\sigma_b^2\sigma_b^3
-8J_xJ_yJ_z\sum_b\sigma_b^1\sigma_b^3 .
\]

Reflection exchanges sites 1 and 3, exchanges \(h_1\) with \(h_2\), and reverses \(C\). So \([h_2,C]\) is minus the reflected expression. The terms joining sites 1 and 3 cancel in the sum:

\[
[h_1+h_2,[h_1,h_2]]=X_2-X_1,
\]
\[
X_j=-t\left(t^2+\frac{V^2}{4}\right)k_j+2Vt^2\,\tilde n_j\tilde n_{j+1}.
\]

The coefficients follow by inserting \(J_x,J_y,J_z\): the transverse one is \(-2t(t^2/4+V^2/16)\) times \(\sigma^x\sigma^x+\sigma^y\sigma^y=2k_j\), and the longitudinal one is \(Vt^2/2\) times \(\sigma^z\sigma^z=4\tilde n_j\tilde n_{j+1}\).

Q: That covers three sites. The commutator with \(H\) also reaches a fourth.

A: Write \(C_j=[h_{j-1},h_j]\), so that \(J_E=i\sum_jC_j\). Then

\[
[H,C_j]=[h_{j-1}+h_j,C_j]+[h_{j-2},C_j]+[h_{j+1},C_j].
\]

The first term is \(X_j-X_{j-1}\), whose sum around the ring vanishes. For the last, \(h_{j+1}\) commutes with \(h_{j-1}\), so the Jacobi identity gives

\[
[h_{j+1},[h_{j-1},h_j]]=[h_{j-1},[h_{j+1},h_j]]=-[h_{j-1},C_{j+1}].
\]

After a shift of the index this cancels the sum of \([h_{j-2},C_j]\). Therefore \([H,J_E]=0\) at every \(t\) and \(V\).

As a numerical test, on six sites with \(t=1\) and \(V=0.7\) the norm of \([H,J_E]\) is about \(5\times10^{-17}\) of the norm of \(J_E\), which is rounding. The corresponding ratio for \(J\) is 0.495, so the particle current is not conserved there.

Q: You subtracted one half from each density. Is that harmless?

A: For the dynamics at fixed particle number it is, but it matters for naming the conserved operator. Expanding the products gives

\[
V\sum_jn_jn_{j+1}=V\sum_j\tilde n_j\tilde n_{j+1}+VN-\frac{VL}{4}.
\]

If the energy \(VN\) is shared equally between bonds, \(h_j\) gains \(V(n_j+n_{j+1})/2\). The added current is

\[
\frac{iV}{2}\sum_j\left([h_{j-1},n_j]+[n_j,h_j]\right)=\frac V2(J+J)=VJ .
\]

Since \(J\) is not conserved, neither is the new energy current \(J_E+VJ\). The conserved operator is the \(J_E\) of the symmetric energy density, and that is the one used here.

Q: I still need the link between \(D\) and a correlation function. On a ring, a vector potential also creates a persistent current.

A: Keep that term until it can be dismissed. For unit charge, a uniform vector potential \(\mathcal A\) multiplies \(A_j\) by \(e^{i\phi}\), with \(\phi=a\mathcal A\). To second order,

\[
H(\phi)=H-\phi J+\frac{\phi^2}{2}K,\qquad K=t\sum_jk_j,
\]

and the current operator is \(-\partial H/\partial\phi=J-\phi K\). For the thermal state \(\rho\propto e^{-\beta(H-\mu N)}\) define the canonical correlation

\[
(A;B)=\int_0^1du\,\mathrm{Tr}\left(\rho^{1-u}A^\dagger\rho^{u}B\right).
\]

In the energy basis, with level weights \(p_r\),

\[
\beta(J(s);J)=\sum_{rl}|J_{rl}|^2\frac{p_r-p_l}{E_l-E_r}\,e^{i(E_r-E_l)s},
\]

where equal energies are understood as a limit, with value \(\beta p_r\). Differentiation removes the denominator and yields

\[
i\langle[J(s),J]\rangle=-\beta\frac{d}{ds}(J(s);J).
\]

A pulse \(\mathcal E(s)=\mathcal E_0\delta(s)\) sets \(\phi=-a\mathcal E_0\) for \(s>0\), since \(\mathcal E=-d\mathcal A/ds\). Linear response to the perturbation \(-\phi J\), integrated from 0 to \(s\), together with the term \(-\phi K\), gives the current per unit pulse:

\[
\sigma(s)=\frac aL\left[\langle K\rangle-\beta(J;J)+\beta(J(s);J)\right].
\]

The first two terms are the curvature of the free energy with respect to \(\phi\). A change of phases can move the whole flux to one bond. In a chain with exponentially decaying correlations the local averages then do not feel it, so this curvature per site disappears as \(L\to\infty\) at \(T>0\). In the example treated later its ratio to \(\langle K\rangle\) is \(4\times10^{-5}\) for eight sites and \(6\times10^{-9}\) for twelve.

What remains is \(a\beta(J(s);J)/L\). A constant part \(C_\infty\) of \(\beta(J(s);J)/L\) contributes \(\pi aC_\infty\delta(\omega)\) to \(\mathrm{Re}\,\sigma\), because the Fourier integral runs over positive times. Comparison with the definition gives \(D=C_\infty/2\).

Q: How does a conserved \(J_E\) stop a current \(J\), which is a different operator, from decaying?

A: Through the part of \(J\) that lies along \(J_E\). Average the current over a time \(\tau\):

\[
A_\tau=\frac1\tau\int_0^\tau ds\,J(s).
\]

Since \(J_E\) commutes with \(H\) and \(N\), it commutes with \(\rho\). The \(u\) integral is then trivial, and time translation leaves the overlap unchanged:

\[
(A_\tau;J_E)=\langle A_\tau J_E\rangle=\langle JJ_E\rangle .
\]

The form \((A;A)\) is a sum of \(|A_{rl}|^2\) with positive weights \(\int_0^1du\,p_r^{1-u}p_l^u\), so the Cauchy–Schwarz inequality applies:

\[
(A_\tau;A_\tau)\ge\frac{\langle JJ_E\rangle^2}{\langle J_E^2\rangle}.
\]

This is the Mazur inequality for one conserved quantity. It holds for every \(\tau\) and every \(L\).

Q: A finite ring always has exactly repeated or discrete levels. Could your bound be an artefact of waiting too long on a small ring?

A: No, because \(\tau\) can stay fixed while \(L\) grows. Let \(\nu(\omega)\) be the spectral distribution of \((J(s);J)/L\) in the infinite chain. Averaging twice over time gives

\[
\lim_{L\to\infty}\frac{(A_\tau;A_\tau)}L=\int d\nu(\omega)\left[\frac{\sin(\omega\tau/2)}{\omega\tau/2}\right]^2 .
\]

The square bracket is 1 at \(\omega=0\) and tends to 0 elsewhere. As \(\tau\to\infty\), the integral therefore tends to the weight of \(\nu\) at zero frequency. That weight times \(\beta\) is \(C_\infty\). Multiplying the inequality by \(\beta/2L\) and taking first \(L\to\infty\), then \(\tau\to\infty\), gives

\[
D\ge B,\qquad B=\lim_{L\to\infty}\frac{\beta}{2L}\frac{\langle JJ_E\rangle^2}{\langle J_E^2\rangle}.
\]

The existence of these limits rests on two theorems that I quote: signals in a chain with finite-range interactions spread at a bounded speed up to exponentially small tails, and thermal correlations decay exponentially at \(T>0\).

## Part two: when the bound is positive, and when it is zero

The chain has hopping \(t\), interaction \(V\), density \(n\) and lattice constant \(a\), with \(\beta=1/kT\), \(\tilde n_j=n_j-1/2\) and \(k_j=A_j+A_j^\dagger\), where \(A_j=c^\dagger_{j+1}c_j\). The particle current is \(J=\sum_jj_j\), with \(j_j=it(A_j-A_j^\dagger)\). The conserved energy current is

\[
J_E=\sum_j\left[-it^2(B_j-B_j^\dagger)+Vj_js_j\right],\quad
B_j=c^\dagger_{j+1}c_{j-1},\quad s_j=\tilde n_{j-1}+\tilde n_{j+2}.
\]

Part one gave \(D\ge B\), where \(B\) is the large-\(L\) limit of \((\beta/2L)\langle JJ_E\rangle^2/\langle J_E^2\rangle\). Two abbreviations are used below: \(m=n-1/2\) and \(q=n(1-n)\).

Q: An inequality whose right side might be zero proves nothing. Can you evaluate the overlap without solving the interacting chain?

A: At high temperature, yes. As \(\beta\to0\) at fixed density, the state becomes a product in which each site is occupied independently with probability \(n\). An average then vanishes unless all hops return the particles to their starting sites. One hop by a single site cannot undo the hop by two sites in \(B_j\), so \(J\) overlaps with the interaction part of \(J_E\) alone, and on the same bond. Since \(A_j^2=0\),

\[
j_j^2=t^2(A_jA_j^\dagger+A_j^\dagger A_j)
=t^2\left[n_{j+1}(1-n_j)+n_j(1-n_{j+1})\right],
\]

so \(\langle j_j^2\rangle=2t^2q\). The side factor is independent and has mean \(\langle s_j\rangle=2m\). Hence

\[
\frac{\langle JJ_E\rangle}{L}=V(2t^2q)(2m)=4Vt^2mq .
\]

For the norm, the two-site hops give \(2t^4q\) per site by the same argument. The interaction part gives \(V^2(2t^2q)\langle s_j^2\rangle\), with

\[
\langle s_j^2\rangle=\frac14+\frac14+2m^2,
\]

because \(\tilde n^2=1/4\) on each site. Cross terms have unmatched hops. Thus

\[
\frac{\langle J_E^2\rangle}{L}=2t^2q\left[t^2+V^2\left(\frac12+2m^2\right)\right],
\]

and division gives

\[
B=\frac{4\beta V^2t^2m^2q}{t^2+V^2(1/2+2m^2)}+O(\beta^2).
\]

For \(V\ne0\), \(0<n<1\) and \(n\ne1/2\), the leading term is positive. The Drude weight is therefore nonzero at all sufficiently high temperatures.

The Drude weight obeys \(D\ge B\), and for \(V\ne0\), \(0<n<1\) and \(n\ne1/2\) the bound \(B\) is positive at all sufficiently high temperatures. What remains is to see what happens at lower temperatures and at half filling, and how large the bound is in an example.
